Counting Points for Spherical Quadrature: Lebedev Grids and Product Rules

**The scaling, from symmetry**

Integrals around an atom can be done shell by shell: a radial rule chooses the radii, and on each sphere an angular rule replaces the average over directions by a weighted sum. The question is how many directions are needed for a given angular resolution.

Let the integrand be a polynomial of degree L in the Cartesian components of the unit vector n. Along any great circle it is a trigonometric polynomial whose highest harmonic is at most L, so no wavelength in it is shorter than 2π/L. The average over the sphere prefers no direction, so an economical rule should spread its points about evenly, each serving a patch whose side is a fixed fraction of that wavelength. The patch area scales as 1/L² and the sphere has area 4π. Therefore

N ≈ C L²

for large L. Symmetry and scaling fix this form but not the number C, which comes from counting.

**The back-of-envelope count**

A point on the sphere has two angles, and its weight is a third adjustable number, so N points supply 3N parameters. The polynomials to be integrated are combinations of the spherical harmonics with l = 0, 1, ..., L, and each l has 2l+1 of them. Since 2l+1 = (l+1)² − l², the sum telescopes:

Σ_{l=0}^{L} (2l+1) = (L+1)².

There is one condition for each independent function. Setting parameters equal to conditions gives

3N ≈ (L+1)², so N ≈ (L+1)²/3.

The constant is thus C = 1/3. A product of a Gauss-Legendre rule in cos θ and a uniform rule in φ will turn out to need (L+1)²/2 points for odd L, half as many again. The first number is an estimate, because equal numbers of equations and unknowns do not guarantee a solution of nonlinear equations, nor do they forbid a solution with fewer unknowns.

**What is being counted**

Write the mean over the sphere and its approximation as

⟨f⟩ = (1/4π) ∫ f(n) dΩ,  Q(f) = Σ_i w_i f(n_i).

With this convention the weights sum to 1; for the integral itself, multiply by 4π. The rule has degree L if Q(f) = ⟨f⟩ for every harmonic with l ≤ L and this fails for some harmonic with l = L+1.

If the weights and points are changed slightly, with δn_i tangent to the sphere, then

δQ(f) = Σ_i [ δw_i f(n_i) + w_i δn_i·∇f(n_i) ].

The count is sensible if these 3N changes act independently on the (L+1)² conditions. For 12 random points and L = 5 there are 36 parameters and 36 conditions, and the rank of the linear map between them is found to be 36. At these generic points no parameter is wasted.

At an actual rule some are wasted. Rotate all its points by a common rotation R. The new sum for f is the old sum for the function f(Rn), which is again a polynomial of degree at most L. The old rule integrates it correctly, and its mean equals that of f. The rotated rule is therefore equally good, and the three infinitesimal rotations change none of the conditions. Removing them gives the stricter count

3N − 3 = (L+1)², so N = (L+1)²/3 + 1.

The leading term is unaffected.

**The count is not a bound**

The 12 vertices of an icosahedron with equal weights form a rule of degree 5. The stricter count would ask for 36/3 + 1 = 13 points. The rank at this rule is 33, three less than at random points; the rotations require a loss of at least three, and the computed rank shows no further loss. All 36 conditions nevertheless hold, because symmetry satisfies many of them together.

A larger example falls below even the simple count. Add the 20 face centres to the 12 vertices, with one weight a for vertices and another weight b for face centres. The normalization

12a + 20b = 1

and one condition at l = 6, namely a zero quadrature sum for the zero-mean function Σ_v P₆(n·v), where P₆ is the Legendre polynomial and v runs over the 12 vertices, determine a = 0.029762 and b = 0.032143. The measured degree of this rule is 9. It has 32 points, while (9+1)²/3 = 33.3.

There is also a true lower bound. It lies below (L+1)²/3 for all odd L and for even L ≥ 6; for L = 2 and L = 4 it lies above, so there the simple count is too optimistic. Let t be the integer part of L/2. Real polynomials of degree at most t on the sphere form a space of dimension (t+1)². Suppose N < (t+1)². Requiring p(n_i) = 0 at every point gives N homogeneous linear equations for more than N coefficients, so some nonzero p satisfies them. Its square has degree at most 2t ≤ L, hence the rule must integrate it correctly. But

Q(p²) = Σ_i w_i p(n_i)² = 0, while ⟨p²⟩ > 0.

This contradiction shows that

N ≥ (t+1)², which is (L+1)²/4 for odd L.

The signs of the weights played no part. For L = 9 the bound is 25, and the 32-point rule lies between it and the estimate. The bound does not say that a rule with 25 points exists.

**The product rule**

Put z = cos θ, so that

⟨f⟩ = (1/4π) ∫₀^{2π} dφ ∫_{−1}^{1} dz f.

Take n_φ equally spaced azimuths φ_k = 2πk/n_φ, the same on every ring of latitude, and n_θ values of z. A harmonic with indices l, m is a function of z times e^{imφ}. The azimuthal sum is a geometric series:

(1/n_φ) Σ_{k=0}^{n_φ−1} e^{2πimk/n_φ} = 1 if m is a multiple of n_φ, and 0 otherwise.

The true azimuthal mean vanishes for every m ≠ 0. The rule reproduces this for 0 < |m| ≤ L if no such m is a multiple of n_φ, that is, if n_φ ≥ L+1.

What remains is m = 0, where the harmonic is proportional to the Legendre polynomial P_l(z). Let n stand for n_θ and take the nodes at the n zeros of P_n, with weights that integrate the interpolating polynomial. Any polynomial g of degree at most 2n−1 can be divided by P_n:

g = q P_n + r, with q and r of degree at most n−1.

The integral of qP_n vanishes because P_n is orthogonal to all polynomials of lower degree. Its quadrature sum vanishes because the nodes are zeros of P_n. The remainder r equals its own interpolating polynomial and is integrated correctly. Hence n nodes suffice for degree 2n−1. They fail at degree 2n, since the square of P_n has a positive integral and a zero sum. The requirement is

2n_θ − 1 ≥ L, so n_θ ≥ (L+1)/2.

For odd L the smallest choice gives

N_product = (L+1) × (L+1)/2 = (L+1)²/2.

For even L, n_θ must be rounded up to (L+2)/2, giving (L+1)(L+2)/2.

The azimuths cannot be thinned either. If n_φ = L, the harmonic with l = m = L is aliased to a constant in φ. Its dependence on z is (1−z²)^{L/2}, positive at every node. The Gauss weights are positive too: the square of the polynomial that is 1 at one node and 0 at the others has degree 2n−2, so its positive integral equals that node's weight. The sum is then positive where the true mean is zero.

For L = 29 the rule has 15 × 30 = 450 points. The program finds degree 29 for it, degree 27 with 14 × 30 points and degree 28 with 15 × 29 points.

The product rule meets two conditions per point where the count allows three. Its points are also spread unevenly: every ring carries L+1 of them although its circumference, 2π sin θ, shrinks toward the poles. This departs from the even coverage suggested by the opening argument. The result applies to the plain product form; rules that shift or thin the rings are different constructions.

**Octahedral symmetry keeps the factor 1/3**

Solving (L+1)² nonlinear equations directly is unattractive for large L. Lebedev grids are built to be invariant under the 48 rotations and reflections that permute the Cartesian axes and reverse their signs. For such a rule, f and its average over the 48 operations have the same quadrature sum, and they also have the same true mean. It is therefore enough to integrate the invariant polynomials.

These can be counted explicitly. Invariance under sign changes makes the polynomial even in x, y and z. Invariance under permutations makes it symmetric in x², y² and z². It is therefore a polynomial in

e₁ = x² + y² + z²,
e₂ = x²y² + y²z² + z²x²,
e₃ = x²y²z².

On the unit sphere e₁ = 1. The functions e₂^a e₃^b remain, with degree 4a + 6b. They are independent, because e₂ and e₃ can be varied separately over a small region. The number of conditions is thus

I(L) = number of pairs a, b ≥ 0 with 4a + 6b ≤ L.

For large L this is the area of a triangle with sides L/4 and L/6:

I(L) ≈ (1/2)(L/4)(L/6) = L²/48.

A point in general position has 48 images. They share one weight and are fixed by two angles, so such an orbit brings 48 points and three unknowns, or 16 points per unknown. If these orbits dominate and unknowns match conditions, then

N ≈ 16 × L²/48 = L²/3.

Symmetry has reduced the number of equations and the number of unknowns by the same factor at leading order, so the constant C is unchanged.

**The correction from special orbits**

Points on a mirror plane have fewer images. In general position on the plane they form orbits of 24 points with two unknowns, one angle and one weight. Three orbits have no free angle: 6 points on the axes, 8 along the cube diagonals and 12 along the edge directions. Each of these has one unknown.

Let s be the number of 24-point orbits, g the number of 48-point orbits, F the number of orbits without a free angle and N_F the number of points in those F orbits. Then

unknowns: U = F + 2s + 3g,
points: N = N_F + 24s + 48g.

Eliminating g through 48g = 16U − 16F − 32s gives

N = 16U − 8s − 16F + N_F.

Now consider the series L = 5, 11, 17, ..., written as L = 6k − 1. Since 4a + 6b is even, the condition becomes 4a + 6b ≤ 6k − 2, or 2a + 3b ≤ 3k − 1. Put b = k − j with j = 1, ..., k. Then 2a ≤ 3j − 1, which allows (3j+1)/2 values of a for odd j and 3j/2 for even j. Summing over j,

I = 3k(k+1)/4 + (number of odd j)/2.

There are k/2 odd values if k is even and (k+1)/2 if k is odd, so

I = (3k² + 4k)/4 for even k,
I = (3k² + 4k + 1)/4 for odd k.

The rest is read from the grids. Sorting their points into orbits gives, for some members of the series:

L | N | F, s, g | U | I
5 | 14 | 2, 0, 0 | 2 | 2
11 | 50 | 3, 1, 0 | 5 | 5
17 | 110 | 2, 4, 0 | 10 | 10
29 | 302 | 2, 8, 2 | 24 | 24
131 | 5810 | 3, 41, 100 | 385 | 385

In all nine grids examined U = I. The orbit numbers also follow a pattern. For odd k, s = 2k − 2 and F = 2, with N_F = 6 + 8 = 14. For even k, s = 2k − 3 and F = 3, with N_F = 6 + 8 + 12 = 26. Inserting these values:

odd k: N = (12k² + 16k + 4) − (16k − 16) − 32 + 14 = 12k² + 2,
even k: N = (12k² + 16k) − (16k − 24) − 48 + 26 = 12k² + 2.

With k = (L+1)/6 both cases give

N = (L+1)²/3 + 2.

The term linear in k in the number of conditions is cancelled by the cheaper orbits on the mirror planes. The pattern of s and F is an observation on these grids, not a consequence of the count, and so is the existence of solutions. The degree of each grid was therefore measured from its harmonic sums. The additive 2 belongs to this series only. Standard Lebedev grids of other degrees can exceed (L+1)²/3 by more, for example 146 points at L = 19 against 133.3, and the grids with 74, 230 and 266 points have some negative weights.

**Comparison at equal degree**

In this series L is odd, and the ratio of the two sizes is

N_Lebedev / N_product = [(L+1)²/3 + 2] / [(L+1)²/2] = 2/3 + 4/(L+1)².

It is 0.778 at L = 5, where the additive 2 still matters, 0.671 at L = 29 and 0.667 at L = 131. Read the other way, a fixed large number of points buys L+1 ≈ √(3N) with a Lebedev grid and √(2N) with a product rule. The gain in angular resolution is a factor √1.5 ≈ 1.22.

**A neighbouring Gaussian**

To see what this means for an integrand that is not a polynomial, place a Gaussian exp(−α|r−R|²) on a neighbouring centre and average it over a sphere around the origin. The model parameters are α = 2 bohr⁻², R = 2.5 bohr and r = 2 bohr. If u is the cosine of the angle between the two vectors,

|r−R|² = r² + R² − 2rRu.

With κ = 2αrR = 2 × 2 × 2 × 2.5 = 20, the mean is

⟨f⟩ = e^{−α(r²+R²)} × (1/2) ∫_{−1}^{1} e^{κu} du = e^{−α(r²+R²)} sinh κ / κ.

Here α(r²+R²) = 2 × (4 + 6.25) = 20.5, and sinh 20 is very nearly e²⁰/2. The mean is therefore close to e^{−0.5}/40 = 0.01516, in agreement with the computed 0.0151633.

Three rules were applied for 400 random directions of the neighbour. The root-mean-square errors, relative to the exact mean, are:

Lebedev, 302 points, L = 29: 1.7 × 10⁻⁹
product, 450 points, L = 29: 1.4 × 10⁻⁹
product, 288 points, L = 23: 1.4 × 10⁻⁶

The second digit depends on the sample: other sets of 400 directions shift these values by up to about 8%, and the averages over all directions are 1.65 × 10⁻⁹, 1.52 × 10⁻⁹ and 1.39 × 10⁻⁶. At equal degree the errors are similar, and the Lebedev grid has 148 fewer points. At nearly equal size the product rule's error is about 800 times larger. This factor belongs to κ = 20. For a sharper integrand it shrinks quickly, to about 46 at κ = 40, 7 at κ = 80 and 3 at κ = 160.

The strong effect of six extra degrees can be traced to the expansion e^{κu} = Σ_l c_l P_l(u). Inserting P_l = (1/(2^l l!)) d^l(u²−1)^l/du^l into the projection integral and integrating by parts l times gives

c_l = [(2l+1)/2] [κ^l/(2^l l!)] ∫_{−1}^{1} (1−u²)^l e^{κu} du.

The boundary terms vanish because (u²−1)^l has l-fold zeros at both ends. The l sign changes are absorbed in turning (u²−1)^l into (1−u²)^l. Raising l makes the remaining integral smaller, so

c_{l+1}/c_l < [(2l+3)/(2l+1)] × κ/(2l+2).

The first harmonics missed by the two degrees are l = 24 and l = 30. Multiplying the six bounds from l = 24 to l = 29, with κ/2 = 10, gives

c₃₀/c₂₄ < (61/49) × 10⁶/(25·26·27·28·29·30) ≈ 0.0029.

The coefficient falls by a factor of more than 340, which is consistent with the observed ratio. It does not predict that ratio, since the error also depends on how badly each rule treats the missed harmonics.

That treatment is not gentle. For harmonics normalized to unit mean square, the combined error of the 302-point grid over all m at l = 30 is 1.6, against rounding error for l ≤ 29. Some higher harmonics are still integrated exactly: all odd l, because the grid is unchanged under n → −n, and any component whose average over the 48 operations vanishes. For an integrand in general orientation, like the one above, the remaining accuracy beyond the nominal degree comes from the decay of the integrand's own coefficients. If they decay slowly, a high degree alone does not guarantee a small error.

For an atomic grid of 75 radial shells with the same angular rule on each, the totals are 75 × 302 = 22,650 points and 75 × 450 = 33,750 points. The work done once per grid point falls by about one third. The numerical check covers the ranks, the degrees and orbit counts of the nine series grids, and the errors for the 400 sampled directions at κ = 20.

Table of computed values

```
All counts, degrees and relative errors are dimensionless
Independent conditions at L=2: 9
Independent conditions at L=5: 36
Independent conditions at L=8: 81
Rank of parameter changes, 12 random points, L=5: 36
Same rank at the icosahedron vertices: 33
Degree of the 12-vertex icosahedron rule: 5
32-point rule: degree 9, count (L+1)^2/3 = 33.333
32-point rule weights: vertex 0.02976190, face 0.03214286
Product rule 15 x 30 has degree 29
Product rule 14 x 30 has degree 27
Product rule 15 x 29 has degree 28
Lebedev grids; orbits listed by 0, 1, 2 free position parameters
  L     N  (L+1)^2/3  product  N/product  orbits  unknowns  invariants
  5    14      12.0       18    0.7778   2,0,0   2   2
 11    50      48.0       72    0.6944   3,1,0   5   5
 17   110     108.0      162    0.6790   2,4,0   10   10
 23   194     192.0      288    0.6736   3,5,1   16   16
 29   302     300.0      450    0.6711   2,8,2   24   24
 35   434     432.0      648    0.6698   3,9,4   33   33
 41   590     588.0      882    0.6689   2,12,6   44   44
 53   974     972.0     1458    0.6680   2,16,12   70   70
131  5810    5808.0     8712    0.6669   3,41,100   385   385
302-point grid: largest harmonic error for l<=29: 2.6e-15
302-point grid: harmonic error at l=30: 1.5892
110-point grid: monomial error, degree <=17: 2.2e-16
110-point grid: monomial error, degree 18: 5.0e-07
110-point grid: rank on polynomials of degree 8: 81
Gaussian exponent alpha: 2.0 bohr^-2
Neighbour distance R: 2.5 bohr
Sphere radius r: 2.0 bohr
kappa = 2 alpha r R: 20.0
Exact spherical mean: 0.0151632665
RMS relative error, Lebedev 302 (L=29): 1.72e-09
RMS relative error, product 450 (L=29): 1.43e-09
RMS relative error, product 288 (L=23): 1.42e-06
Error ratio, product 288 to Lebedev 302: 826
Atomic grid with 75 shells, Lebedev 302: 22650 points
Atomic grid with 75 shells, product 450: 33750 points
```
